# Binding thresholds of one and two impurities in a cubic lattice

## Problem

One electron moves on an infinite simple cubic lattice with lattice constant \(a\). Its states are amplitudes \(\psi(\mathbf r)\) on the sites, and the perfect lattice has the Hamiltonian
\[
H_0=-t\sum_{\langle ij\rangle}\bigl(|i\rangle\langle j|+|j\rangle\langle i|\bigr),\qquad t>0,
\]
where each nearest-neighbour bond is counted once. An impurity lowers the energy of its own site by \(U>0\) and changes nothing else. A bound state is a normalizable state at energy \(E=-6t-\varepsilon\) with \(\varepsilon>0\), that is, below the band.

(a) Show that one impurity binds a state only if \(U\) exceeds about \(3.96t\).

(b) Show that two identical impurities on neighbouring sites bind a state once \(U\) exceeds about \(2.95t\). At what strength does a second state split off?

(c) Is there a normalizable state at the band edge when \(U\) equals a threshold? How does the pair's binding energy start above its lowest threshold?

(d) Take \(t=0.5\) eV, \(a=0.4\) nm and \(U=1.75\) eV. Which of the two defects has a level, how deep is it, and how far does its state extend?

## Hints

1. Put the impurity term on the right of the Schrödinger equation and invert \(H_0-E\). The unknowns are then the amplitudes on the impurity sites alone.
2. A positive denominator can be written as \(1/D=\int_0^\infty e^{-Ds}\,ds\). The three directions of \(\mathbf k\) then separate.
3. The pair is symmetric under exchange of its two sites.
4. The equation obeyed by the inverse operator at the origin links its on-site and nearest-neighbour elements.
5. For (c), look at small \(\mathbf k\), or equivalently at large \(s\).

## Solution

### The equation on the impurity sites

With impurities on the sites \(\mathbf s\), the Schrödinger equation is
\[
(H_0-E)|\psi\rangle=U\sum_{\mathbf s}|\mathbf s\rangle\,\psi(\mathbf s).
\]
The plus sign on the right arises because the attractive term \(-U\) has been moved across. A plane wave with wavevector \(\mathbf k\), measured in units of \(1/a\), has energy \(-2t(\cos k_x+\cos k_y+\cos k_z)\). The band therefore runs from \(-6t\) to \(6t\). Below it, \(H_0-E\) has the positive eigenvalues
\[
D(\mathbf k)=6t+\varepsilon-2t(\cos k_x+\cos k_y+\cos k_z)\ge\varepsilon ,
\]
so it can be inverted. The elements of the inverse between sites separated by \(\mathbf R\) (in units of \(a\)) are
\[
g_{\mathbf R}(\varepsilon)=\int\frac{d^3k}{(2\pi)^3}\,\frac{\cos(\mathbf k\cdot\mathbf R)}{D(\mathbf k)},
\]
with each \(k_i\) running from \(-\pi\) to \(\pi\). Hence
\[
\psi(\mathbf r)=U\sum_{\mathbf s}g_{\mathbf r-\mathbf s}(\varepsilon)\,\psi(\mathbf s).
\]
For \(\varepsilon>0\) any such \(\psi\) is normalizable, because the sum of \(g_{\mathbf R}^2\) over all sites equals the integral of \(1/D^2\), which is finite. It remains to satisfy the equation on the impurity sites themselves.

### (a) One impurity

Setting \(\mathbf r=0\) gives \(\psi(0)=Ug_0\psi(0)\). If \(\psi(0)\) vanished, \(\psi\) would vanish everywhere, so a bound state requires
\[
1=U\,g_0(\varepsilon).
\]
The function \(g_0\) decreases strictly, since
\[
\frac{dg_0}{d\varepsilon}=-\int\frac{d^3k}{(2\pi)^3}\frac1{D^2}<0,
\]
and it tends to zero at large \(\varepsilon\), because \(g_0\le1/\varepsilon\). There is thus one root if \(Ug_0(0)>1\) and none otherwise.

A threshold exists because \(g_0(0)\) is finite. Near \(\mathbf k=0\), at \(\varepsilon=0\), the expansion \(\cos k_i\approx1-k_i^2/2\) gives \(D\approx tk^2\). In \(d\) dimensions the integral then behaves as \(\int k^{d-1}dk/k^2\). It converges at small \(k\) for \(d=3\) but diverges for \(d=1\) and \(d=2\), where any \(U>0\) would bind.

To find the value, use hint 2 with \(\tau=ts\) and the modified Bessel function
\[
I_n(z)=\frac1{2\pi}\int_{-\pi}^{\pi}dk\,\cos(nk)\,e^{z\cos k}.
\]
The sine parts of \(\cos(\mathbf k\cdot\mathbf R)\) integrate to zero, and the rest factorizes:
\[
t\,g_{\mathbf R}(\varepsilon)=\int_0^\infty d\tau\;e^{-(6+\varepsilon/t)\tau}\,I_{R_x}(2\tau)I_{R_y}(2\tau)I_{R_z}(2\tau).
\]
At large \(\tau\) only small \(k\) contributes to each factor, so
\[
e^{-2\tau}I_0(2\tau)\approx\frac1{2\pi}\int_{-\infty}^{\infty}dk\,e^{-\tau k^2}=\frac1{\sqrt{4\pi\tau}} .
\]
The integrand at the band edge therefore falls as \((4\pi\tau)^{-3/2}\). For numerical quadrature the range \(\tau>1\) is mapped to a finite one by \(\tau=1/u^2\), which removes the slow tail. The result is
\[
g_0(0)=\frac{0.252731}{t},\qquad U_1=\frac1{g_0(0)}=3.957\,t .
\]
This proves (a). A rough estimate shows why a weak impurity fails. Gathering the electron within a radius of \(R\) lattice constants costs a kinetic energy of order \(t/R^2\). The impurity site then holds a fraction of order \(1/R^3\) of the probability, so the gain is only of order \(U/R^3\). In three dimensions a wider state therefore does not help, and \(U\) must be at least comparable with \(t\).

### (b) Two neighbouring impurities

Let the impurities occupy sites 0 and 1, and let \(g_1\) be the nearest-neighbour element. The two conditions are
\[
\psi(0)=U[g_0\psi(0)+g_1\psi(1)],\qquad
\psi(1)=U[g_1\psi(0)+g_0\psi(1)].
\]
Adding and subtracting them gives
\[
\psi(0)\pm\psi(1)=U(g_0\pm g_1)\,[\psi(0)\pm\psi(1)].
\]
An even state has \(\psi(1)=\psi(0)\) and an odd one \(\psi(1)=-\psi(0)\). Their conditions are
\[
1=U\lambda_\pm(\varepsilon),\qquad
\lambda_\pm=g_0\pm g_1=\int\frac{d^3k}{(2\pi)^3}\frac{1\pm\cos k_x}{D(\mathbf k)} .
\]
The numerator is never negative, so each \(\lambda_\pm\) decreases strictly with \(\varepsilon\), and it tends to zero. As before, each channel has one bound state if \(U\lambda_\pm(0)>1\) and none otherwise.

No second integral is needed. Because \(D/D=1\), integrating over \(\mathbf k\) gives
\[
1=\int\frac{d^3k}{(2\pi)^3}\frac{6t+\varepsilon-2t\sum_i\cos k_i}{D}
=(6t+\varepsilon)g_0-6t\,g_1 .
\]
The last term holds because each of the three cosines contributes \(2tg_1\). At the band edge
\[
g_1(0)=g_0(0)-\frac1{6t}=\frac{0.252731-0.166667}{t}=\frac{0.086064}{t}.
\]
It follows that
\[
\lambda_+(0)=\frac{0.338795}{t},\qquad U_2=\frac1{\lambda_+(0)}=2.952\,t,
\]
\[
\lambda_-(0)=\frac1{6t},\qquad U_3=6t .
\]
The first state is even and appears at \(2.952t\). The second is odd and splits off at \(6t\), a value that needs no numerical integration.

The pair threshold is 0.746 of the single one, not one half. The ratio is
\[
\frac{U_2}{U_1}=\frac{g_0}{g_0+g_1}=\frac1{1+g_1/g_0},\qquad \frac{g_1}{g_0}=0.341 .
\]
At the band edge, the wave sent out by one impurity reaches the other with 0.341 of its amplitude at the source. A ratio of one half would require the amplitude to arrive undiminished.

Repulsive impurities give the mirror image. Changing the sign of \(\psi\) on every second site, in chessboard fashion, turns \(H_0\) into \(-H_0\). A repulsion \(+U\) thus produces levels at \(6t+\varepsilon\), with the same thresholds.

### (c) At and just above threshold

At \(\varepsilon=0\) the even solution has a squared norm proportional to
\[
\int d^3k\,\frac{1+\cos k_x}{D^2}\;\sim\;\int\frac{k^2\,dk}{k^4},
\]
which diverges at small \(k\). The single impurity behaves in the same way. At \(U_1\) and \(U_2\) there is therefore no normalizable state at the edge.

For the odd state the numerator is \(1-\cos k_x\approx k_x^2/2\). The integrand becomes \(k^2\cdot k^2/k^4\), which is finite. At \(U=6t\) a normalizable odd state thus sits at the band edge itself, although its binding energy is zero.

The weight on the impurities shows the same difference. Let \(|\pm\rangle=(|0\rangle\pm|1\rangle)/\sqrt2\). The state is \(|\psi\rangle=N(H_0-E)^{-1}|\pm\rangle\), so its overlap with \(|\pm\rangle\) is \(N\lambda_\pm\). Its squared norm is
\[
N^2\langle\pm|(H_0-E)^{-2}|\pm\rangle=N^2\left|\frac{d\lambda_\pm}{d\varepsilon}\right| .
\]
The probability of finding the electron on the two impurity sites is the squared overlap divided by the squared norm:
\[
p=\frac{\lambda_\pm^2}{|d\lambda_\pm/d\varepsilon|}.
\]
As \(U\) falls to \(U_2\), the derivative diverges and \(p\) tends to zero: the even state spreads out without limit. For the odd state at \(6t\), quadrature gives \(p=0.66\).

The start of the binding energy follows from the tail of the Bessel integral. For small \(x=\varepsilon/t\),
\[
t[g_0(0)-g_0(\varepsilon)]\approx\int_0^\infty d\tau\,\frac{1-e^{-x\tau}}{(4\pi\tau)^{3/2}},
\]
because the factor \(1-e^{-x\tau}\) is appreciable only for \(\tau\gtrsim1/x\), where the asymptotic form holds. Integrating by parts, with vanishing boundary terms,
\[
\int_0^\infty d\tau\,\tau^{-3/2}(1-e^{-x\tau})=2x\int_0^\infty d\tau\,\tau^{-1/2}e^{-x\tau}=2\sqrt{\pi x}.
\]
Since \((4\pi)^{3/2}=8\pi^{3/2}\), the drop in \(tg_0\) is \(\sqrt x/(4\pi)\). The relation \(6tg_1=(6t+\varepsilon)g_0-1\) shows that \(tg_1\) drops by the same amount, up to terms of order \(x\). So \(t\lambda_+\) drops by \(\sqrt x/(2\pi)\). The bound-state condition requires this drop to equal \(t\lambda_+(0)-t/U\), which gives
\[
\varepsilon\approx t\left[2\pi\left(\frac t{U_2}-\frac tU\right)\right]^2
=t\left[\frac{2\pi t\,(U-U_2)}{U\,U_2}\right]^2 .
\]
The binding energy starts quadratically. At \(U=3.0t\) the formula gives \(0.00118t\), while the numerical root of \(1=U\lambda_+(\varepsilon)\) is \(0.00119t\). At \(3.5t\) it gives \(0.111t\) against \(0.122t\), which is 9% below the root.

Numerical roots in the three channels are:

| \(U/t\) | single, \(\varepsilon/t\) | even pair, \(\varepsilon/t\) | odd pair, \(\varepsilon/t\) |
|---|---|---|---|
| 3.0 | none | 0.0012 | none |
| 3.5 | none | 0.122 | none |
| 4.0 | 0.0012 | 0.369 | none |
| 5.0 | 0.401 | 1.052 | none |
| 7.0 | 1.919 | 2.728 | 0.799 |

At \(U=4t\) the single impurity has only just begun to bind, while the pair is already bound by more than a third of \(t\).

### (d) The numerical case

Here \(U/t=1.75/0.5=3.5\). The thresholds are \(3.957\times0.5=1.978\) eV for one impurity and \(2.952\times0.5=1.476\) eV for the pair, and the given \(U\) lies between them. Equivalently,
\[
Ug_0(0)=0.885<1,\qquad U\lambda_+(0)=1.186>1 .
\]
The isolated impurity has no level; the pair has one. Its binding energy is \(\varepsilon=0.1217\times0.5=0.061\) eV, which places it at \(-3.061\) eV, below the band edge at \(-3.000\) eV. The weight formula gives \(p=0.39\), so the electron spends most of its time off the impurity sites.

For the extent, consider the state far away along a cubic axis. For given transverse components \(k_y,k_z\) it decays as \(e^{-\kappa x}\), with
\[
2t\cosh\kappa a=6t+\varepsilon-2t\cos k_y-2t\cos k_z .
\]
The slowest decay, which dominates at large distance, has \(k_y=k_z=0\):
\[
\cosh\kappa a=1+\frac{\varepsilon}{2t}=1.061,\qquad \kappa a=0.347,\qquad \frac1\kappa=\frac{0.4\ \text{nm}}{0.347}=1.15\ \text{nm}.
\]
The exponential part of the amplitude thus falls by a factor \(e\) in about three lattice constants. The amplitude also carries a factor \(1/r\) at large distance, so near the pair it drops much faster: along the pair axis it is 0.30 of its value on an impurity one site further out, and 0.05 three sites out. The root-mean-square radius about the centre of the pair is 0.85 nm, and 86% of the probability lies within 1.15 nm.

At 300 K the thermal energy is 0.0259 eV, so the binding is 2.35 times \(k_BT\). The Boltzmann factor is \(e^{-2.35}\approx0.1\), but the occupation also depends on how many band states compete with the level. The band offers \((k_BT/4\pi t)^{3/2}=2.6\times10^{-4}\) thermally accessible states per site, or \(4\times10^{18}\ \text{cm}^{-3}\) without spin. When electrons are few, the fraction held on pairs is about 20% for \(10^{17}\) pairs per cm\(^3\) and 72% for \(10^{18}\). A field of \(0.061\ \text{V}/1.15\ \text{nm}\approx0.53\) MV/cm drops the binding energy over one decay length. This is not a field up to which the level survives. In any field the electron can tunnel into the band, and with the field along the pair axis the lifetime of the level in this model is about 0.1 ps at 0.53 MV/cm, 0.1 ns at 0.11 MV/cm and 0.1 μs at 0.053 MV/cm, while its energy shifts by 5% at most. The value 0.53 MV/cm also lies above the usual breakdown fields of silicon and gallium arsenide, roughly 0.3 to 0.4 MV/cm.

### Comparison with real defects

The closest real counterpart is a neutral impurity with the same valence as the atom it replaces, which exerts no long-range Coulomb attraction. The parameters are round numbers and describe no particular crystal. Near the band bottom \(E\approx-6t+tk^2\), so the effective mass is \(\hbar^2/(2ta^2)=0.476\) electron masses, several times the rough value of 0.1 or less found in many direct-gap compounds. Real bands also involve several orbitals on other lattices, which changes \(g_0\) and hence the thresholds. The assumption of short range fails when the centre is charged. A wide state of radius \(R\) then gains Coulomb energy of order \(1/R\) at a kinetic cost of order \(1/R^2\), so it binds for any \(U\ge0\) and the threshold disappears. With a chosen relative permittivity of 10, the effective-mass hydrogen formula gives a binding of \(13.6\times0.476/10^2=0.065\) eV, as large as the pair's whole binding energy. The thresholds should not be applied to charged donors. The model also treats one electron; a second would feel the repulsion of the first.

## Variation 1: the bond between the impurities changes

*Let the hopping between the two impurity sites be \(t+\delta\), with \(|\delta|<t\). How do the thresholds move?*

The full perturbation is
\[
-U(|0\rangle\langle0|+|1\rangle\langle1|)-\delta(|0\rangle\langle1|+|1\rangle\langle0|)
=-(U+\delta)|+\rangle\langle+|-(U-\delta)|-\rangle\langle-| .
\]
The earlier conditions hold with \(U\) replaced by \(U+\delta\) in the even channel and by \(U-\delta\) in the odd one. The thresholds become \(2.952t-\delta\) and \(6t+\delta\). A stronger bond favours the even state, which has equal signs on the two sites, and opposes the odd one.

For the case in (d), a 10% stronger bond means \(\delta=0.05\) eV. With \(U\) held at 1.75 eV, the binding energy rises from 0.061 to 0.082 eV, by about one third. The pair threshold falls from 1.476 to 1.426 eV, by only 3%. In relative terms, the depth of a level close to threshold is thus far more sensitive to such details than the threshold itself.

## Variation 2: the impurity potential spills onto its neighbours

*A single impurity with \(U<U_1\) also lowers each of its six neighbours by \(V\). What \(V\) makes it bind?*

Let \(|s\rangle\) be the sum of the six neighbour states divided by \(\sqrt6\), and let \(v=\langle s|\psi\rangle\). All elements below are taken at \(\varepsilon=0\). The element between the origin and \(|s\rangle\) is \(6g_1/\sqrt6=\sqrt6\,g_1\). The element \(\langle s|(H_0+6t)^{-1}|s\rangle\) is the sum of \(g\) over the six sites adjacent to one neighbour of the origin. The lattice equation at that neighbour has no source, so \(6tg_1\) equals \(t\) times this sum, and the element is \(6g_1\). The threshold equations are
\[
\psi(0)=Ug_0\,\psi(0)+\sqrt6\,Vg_1\,v,\qquad
v=\sqrt6\,Ug_1\,\psi(0)+6Vg_1\,v .
\]
They have a nonzero solution when
\[
(1-Ug_0)(1-6Vg_1)-6UVg_1^2=0 .
\]
Collecting the terms in \(V\) and using \(g_0-g_1=1/(6t)\),
\[
1-Ug_0=6Vg_1\,[1-U(g_0-g_1)]=Vg_1\left(6-\frac Ut\right),
\]
\[
V=\frac{1-Ug_0}{g_1\,(6-U/t)} .
\]
For \(U=3.5t\) this gives \(V=0.11544\,t/(0.086064\times2.5)=0.537t=0.27\) eV, or 15% of \(U\). Less symmetric combinations of the six neighbours do not bind earlier. Their elements cannot exceed the trace \(6g_0=1.516/t\), and \(0.537\times1.516=0.81\) is below one.

The conclusion of (d), that the isolated impurity has no level, therefore holds if each neighbour is lowered by less than 0.27 eV, with \(U\), all hoppings and all more distant sites unchanged.

Numbers in the example were calculated in double precision.
